# Two-Carrier Hall Coefficient from Low to High Magnetic Field

## Definitions and conventions

A uniform, isotropic conductor contains holes of density $p$ and mobility $\mu_h$, and electrons of density $n$ and mobility $\mu_e$. Both mobilities are positive, and $e>0$ is the elementary charge. The magnetic field $B>0$ points along $+z$. The net current density $j$ flows along $+x$, and no net current flows along $y$. The Hall coefficient is

$$R_H=\frac{E_y}{jB}.$$

For holes alone, the magnetic force on a carrier moving along $+x$ points along $-y$. A field $E_y>0$ must balance it, so $R_H$ is positive for holes and negative for electrons.

Three abbreviations are used:

$$\Sigma=p\mu_h+n\mu_e,\qquad N=p-n,\qquad P=\mu_h\mu_e .$$

The result to be derived is

$$R_H(B)=\frac{p\mu_h^2-n\mu_e^2+NP^2B^2}{e\left(\Sigma^2+N^2P^2B^2\right)}. \tag{1}$$

The condition $j_y=0$ applies to the total current. Each species may still have a transverse particle flux, provided that $pv_{hy}=nv_{ey}$. Electrons and holes then drift toward the same edge, where they recombine, while generation replaces them elsewhere. Equation (1) describes the region where this flow is uniform.

## First derivation: balance of mean forces

Let $s=+1$ for holes and $s=-1$ for electrons. In a steady state the electric and magnetic forces on a species are balanced by friction proportional to its mean velocity:

$$\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B).$$

Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$, the components are

$$v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).$$

Define $V=v_x+iv_y$ and $\mathcal E=E_x+iE_y$. Adding $i$ times the second equation to the first gives the magnetic term $v_yB-iv_xB=-iBV$, so

$$V=s\mu(\mathcal E-iBV)\quad\Rightarrow\quad V=\frac{s\mu\mathcal E}{1+is\mu B}. \tag{2}$$

The current of a species is its charge $se$ times density times velocity. The two factors of $s$ multiply to one, and the total current $J=j_x+ij_y$ is

$$J=S\mathcal E,\qquad S=e\left[\frac{p\mu_h}{1+i\mu_hB}+\frac{n\mu_e}{1-i\mu_eB}\right].$$

With $j_y=0$, $J=j$ is real and $\mathcal E=j/S$. Putting the bracket over a common denominator and inverting gives

$$\frac1S=\frac{(1+i\mu_hB)(1-i\mu_eB)}{e[p\mu_h(1-i\mu_eB)+n\mu_e(1+i\mu_hB)]}
=\frac{1+PB^2+i(\mu_h-\mu_e)B}{e(\Sigma-iNPB)}.$$

Multiply numerator and denominator by $\Sigma+iNPB$. The denominator becomes $e(\Sigma^2+N^2P^2B^2)$, and the imaginary part of the numerator is

$$B\left[(\mu_h-\mu_e)\Sigma+NP+NP^2B^2\right].$$

The terms without $B^2$ in the bracket expand to

$$p\mu_h^2+nP-pP-n\mu_e^2+pP-nP=p\mu_h^2-n\mu_e^2 .$$

Because $E_y=j\,\mathrm{Im}(1/S)$, division by $jB$ gives equation (1).

## Second derivation: free flights between collisions

Now follow individual carriers of isotropic mass $m$. Collisions occur at random with constant rate $1/\tau$, and each leaves a velocity whose average is zero. Between collisions Newton's equation, in the same complex notation, is

$$\dot V=\frac{se}{m}\mathcal E-is\omega V,\qquad \omega=\frac{eB}{m}.$$

If the velocity just after a collision is $V_0$, then after a time $t$

$$V(t)=V_0e^{-is\omega t}+\frac{se}{m}\mathcal E\,\frac{1-e^{-is\omega t}}{is\omega}.$$

Averaging over collisions removes $V_0$. At a given instant, the time since a carrier's last collision lies between $t$ and $t+dt$ with probability $e^{-t/\tau}dt/\tau$: a collision occurred in that interval, and none since. The required average is

$$\int_0^\infty\frac{e^{-t/\tau}}{\tau}\,\frac{1-e^{-is\omega t}}{is\omega}\,dt
=\frac{1}{is\omega}\left(1-\frac{1}{1+is\omega\tau}\right)=\frac{\tau}{1+is\omega\tau}.$$

With $\mu=e\tau/m$, so that $\omega\tau=\mu B$, the mean velocity is

$$\langle V\rangle=\frac{s\mu\,\mathcal E(1-is\mu B)}{1+\mu^2B^2}.$$

The friction law has thus been obtained from the collision statistics. The rest can be done with real currents. Put $a=\mu_hB$ and $b=\mu_eB$. Separating real and imaginary parts and summing the species gives

$$j_x=\sigma_dE_x+\sigma_tE_y,\qquad j_y=\sigma_dE_y-\sigma_tE_x,$$

$$\sigma_d=e\left[\frac{p\mu_h}{1+a^2}+\frac{n\mu_e}{1+b^2}\right],\qquad
\sigma_t=e\left[\frac{p\mu_ha}{1+a^2}-\frac{n\mu_eb}{1+b^2}\right].$$

The condition $j_y=0$ means that $E_x=\sigma_dE_y/\sigma_t$ when $\sigma_t\ne0$. Substitution into $j_x=j$ gives

$$E_y=\frac{\sigma_t}{\sigma_d^2+\sigma_t^2}\,j,\qquad E_x=\frac{\sigma_d}{\sigma_d^2+\sigma_t^2}\,j .$$

These also hold at $\sigma_t=0$, where $E_y=0$.

Let $Q=(1+a^2)(1+b^2)$. In $\sigma_d^2+\sigma_t^2$, each squared term loses one factor of its own denominator, and the cross term contains $1-ab$. Therefore

$$\begin{aligned}
\frac{Q}{e^2}(\sigma_d^2+\sigma_t^2)
&=p^2\mu_h^2(1+b^2)+n^2\mu_e^2(1+a^2)+2pnP(1-ab)\\
&=\Sigma^2+(p\mu_hb-n\mu_ea)^2=\Sigma^2+N^2P^2B^2 .
\end{aligned}$$

The transverse conductivity obeys

$$\frac{Q}{e}\sigma_t=B\left[p\mu_h^2(1+b^2)-n\mu_e^2(1+a^2)\right]
=B\left[p\mu_h^2-n\mu_e^2+NP^2B^2\right].$$

Their quotient, divided by $B$, is again equation (1). Similarly, $Q\sigma_d/e=\Sigma+PB^2(p\mu_e+n\mu_h)$, so the resistivity $\rho_{xx}=E_x/j$ is

$$\rho_{xx}=\frac{\Sigma+P(p\mu_e+n\mu_h)B^2}{e(\Sigma^2+N^2P^2B^2)}. \tag{3}$$

## From low field to high field

At low field,

$$R_0=\frac{p\mu_h^2-n\mu_e^2}{e(p\mu_h+n\mu_e)^2}.$$

The squares have a direct meaning. The electric field produces a longitudinal velocity proportional to $\mu$. The magnetic force from that velocity produces a transverse velocity with a second factor of $\mu$. A mobile minority can therefore determine the Hall sign.

At high field and for $p\ne n$,

$$R_\infty=\frac{1}{e(p-n)}.$$

When $\mu B\gg1$, equation (2) approaches $V=-i\mathcal E/B$, which is the drift $\mathbf E\times\mathbf B/B^2$. It contains neither charge nor mobility. The two species then nearly move together, and the current from their common drift is proportional to the net charge density $e(p-n)$. If $p$ and $n$ are close, this current is small, and it outweighs the remaining friction-driven current only at much higher fields. The condition $\mu B\gg1$ is then not enough to reach $R_\infty$.

To connect the limits, define

$$B_*=\frac{p\mu_h+n\mu_e}{|p-n|\mu_h\mu_e}.$$

Divide the numerator and denominator of equation (1) by $\Sigma^2$. Since $N^2P^2B^2/\Sigma^2=(B/B_*)^2$, the result is

$$R_H=\frac{R_0+R_\infty(B/B_*)^2}{1+(B/B_*)^2}
=R_\infty+\frac{R_0-R_\infty}{1+(B/B_*)^2}. \tag{4}$$

Within this model, $R_H$ therefore moves monotonically from one limit to the other, and is halfway at $B_*$. If the limits have opposite signs, it vanishes at

$$B_0=B_*\sqrt{-R_0/R_\infty}.$$

Equation (4) also allows the four material parameters to be recovered. The high-field value gives $N$, the zero-field resistivity gives $\Sigma=1/(e\rho_{xx})$, and $B_*$ then gives $P=\Sigma/(|N|B_*)$. The expansion in the first derivation supplies the mobility difference:

$$\mu_h-\mu_e=\frac{eR_0\Sigma^2-NP}{\Sigma}.$$

The difference and product determine both positive mobilities, after which $\Sigma$ and $N$ determine $p$ and $n$. This recovery is exact only for isotropic carriers with a constant collision time. In the diamond example below, with $B_*$ read as the halfway field, the anisotropic electron valleys alone make it return $n$ 14% too high and $\mu_e$ 14% too low.

**Equal densities.** For $p=n$ the field terms in equation (1) vanish, leaving

$$R_H=\frac{\mu_h-\mu_e}{en(\mu_h+\mu_e)}$$

at every field in the model. No high-field value set by the net density exists. Equation (3) becomes $\rho_{xx}=(1+PB^2)/[en(\mu_h+\mu_e)]$, which grows without saturation. As $p$ approaches $n$, $B_*$ diverges and the high-field regime recedes.

**One species.** For $n=0$ the common factor $1+\mu_e^2B^2$ cancels in equation (1), and $R_H=1/(ep)$ at every field.

## Illuminated diamond at 100 K

Consider a high-purity diamond plate, a wide-gap power material, with carriers maintained by light. Take $\mu_h=10000$ and $\mu_e=16000$ cm²/Vs, rough values for 100 K. The densities are chosen as $p=1.5\times10^{12}$ and $n=1.0\times10^{12}$ cm⁻³. Fixed negative charge balances the excess of holes.

The conductivity sum is $\Sigma=(1.5+1.6)\times10^{16}=3.1\times10^{16}$ (cm V s)⁻¹. The low-field numerator is $(1.50-2.56)\times10^{20}=-1.06\times10^{20}$ cm/(V s)². Hence

$$R_0=\frac{-1.06\times10^{20}}{(1.602\times10^{-19})(3.1\times10^{16})^2}
=-6.88\times10^5\ \mathrm{cm^3/C}.$$

The sign is that of electrons although holes are more numerous. This follows from the assumed mobility ratio of 1.6: it requires $\mu_e/\mu_h>\sqrt{p/n}=1.22$, a threshold that rises to 1.32 with the electron valleys treated below and to 1.40 with two hole masses as well. A plate with a smaller ratio would show no reversal at these densities. A single-carrier reading would report $1/(e|R_0|)=9.1\times10^{12}$ cm⁻³, about nine times the true electron density and eighteen times the net density.

The high-field value is

$$R_\infty=\frac{1}{(1.602\times10^{-19})(5\times10^{11})}
=1.25\times10^7\ \mathrm{cm^3/C}=12.5\ \mathrm{m^3/C}.$$

For the crossover, $NP=(5\times10^{11})(1.6\times10^8)=8\times10^{19}$ cm/(V s)², and

$$B_*=\frac{3.1\times10^{16}}{8\times10^{19}}
=3.875\times10^{-4}\ \mathrm{V\,s/cm^2}=3.9\ \mathrm T.$$

The sign reverses at $B_0=3.875\sqrt{0.06885/1.2483}=0.91$ T. Representative values are:

| $B$ (T) | $R_H$ (cm³/C) |
|---|---|
| 0.1 | $-6.80\times10^5$ |
| 1 | $1.34\times10^5$ |
| 4 | $6.11\times10^6$ |
| 10 | $1.08\times10^7$ |

At 10 T the coefficient has reached 86% of $R_\infty$. Using it as though it were the limit would give a net density of $5\times10^{11}/0.862=5.8\times10^{11}$ cm⁻³, still 16% too high. Between zero field and 10 T the resistivity rises from 201 to 4640 Ω cm. These figures belong to the isotropic constant-$\tau$ model. The corrections treated below slow the approach to $R_\infty$: at 10 T the fraction reached is 83% with acoustic-phonon scattering, 80% with the electron valleys, and 74% with valleys, two hole masses and acoustic scattering together. The net density would then be overestimated by 20%, 26% and 36%.

If $p$ were reduced to $n=1.0\times10^{12}$ cm⁻³ at the same mobilities, $R_H$ would be $-1.44\times10^6$ cm³/C at every field, with no reversal.

## What each derivation assumes

The first derivation assumes a linear friction law for the mean velocity. It needs no mass and no description of individual collisions, but it does not explain why one mobility should serve at every field. The second explains this by assuming an isotropic mass, a constant collision rate and complete randomization of velocity. Both assume classical orbits, a linear response to $\mathbf E$, no exchange of momentum between electrons and holes, and uniform densities.

**Energy-dependent scattering.** Suppose $\tau$ depends on energy $\varepsilon$. Let the equilibrium distribution $f_0$ change by $\delta f=-f_0'\,m\mathbf v\cdot\mathbf u(\varepsilon)$, where the prime means $d/d\varepsilon$. The linearized Boltzmann equation is

$$se\,\mathbf E\cdot\mathbf v f_0'+se(\mathbf v\times\mathbf B)\cdot\frac{\partial\delta f}{\partial(m\mathbf v)}=-\frac{\delta f}{\tau}.$$

The magnetic force does no work, so it acts only on the explicit factor $\mathbf v$ in $\delta f$. The equation reduces to $\mathbf u=s\mu(\varepsilon)(\mathbf E+\mathbf u\times\mathbf B)$, the first derivation's force balance at each energy. The mean velocity is the average of $\mathbf u$ with weight $mv^2/(3kT)$ for a Maxwell distribution, or $\varepsilon^{3/2}e^{-\varepsilon/kT}$ after including the density of states.

At low field, $\langle\mu/(1+is\mu B)\rangle\approx\langle\mu\rangle-is\langle\mu^2\rangle B$. Each $\mu^2$ in the numerator of $R_0$ is therefore multiplied by $r=\langle\mu^2\rangle/\langle\mu\rangle^2$. Acoustic-phonon scattering has $\mu\propto\varepsilon^{-1/2}$, for which

$$r=\frac{\Gamma(3/2)\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}{8}=1.178.$$

If it governs both species, $R_0$ grows in magnitude by 18% and $B_0$ moves to 0.90 T. At high field the average tends to $-is/B$ whatever $\mu(\varepsilon)$ is, so $R_\infty$ is unchanged.

**Anisotropic electrons.** Diamond has electron valleys along three cubic axes, with masses taken roughly as $1.6m_e$ along a valley and $0.3m_e$ across it. With $\mathbf B$ along a cubic axis, the low-field transverse response of a valley contains $\mu_x\mu_y$ instead of $\mu^2$. For a mass ratio $K=5.33$ and a collision time that is the same in all directions, averaging over the valleys at fixed mean mobility gives the electron factor

$$r_e=\frac{(K^2+2K)/3}{[(2K+1)/3]^2}=0.86.$$

Because the hole and electron terms partly cancel, this modest factor reduces $R_0$ to 0.67 of its isotropic value. The reversal field also depends on the response at finite field, where each valley has its own denominator $1+\mu_x\mu_yB^2$. The full valley calculation gives $B_0=0.52$ T, a larger shift than that from acoustic-phonon scattering. The holes are still given a single isotropic mass here, whereas diamond has heavy, light and split-off holes, the last only about $kT$ from the band edge at 100 K and not included here. Two isotropic hole masses of $0.6m_e$ and $0.3m_e$, populated in proportion to $m^{3/2}$, with equal collision times and the same mean mobility, would change the factor 0.67 to 0.50 and leave $B_0$ near 0.52 T.

**Edges.** Let $\delta$ be the common excess density, $V_T=kT/e$, and $\mu'=\mu/(1+\mu^2B^2)$. Adding diffusion pressure to the force balance, with coefficients held at their bulk values, gives the common transverse flux $F$:

$$\frac F{\mu_h'}=p(E_y-\mu_hBE_x)-V_T\frac{d\delta}{dy},\qquad
\frac F{\mu_e'}=-n(E_y+\mu_eBE_x)-V_T\frac{d\delta}{dy}.$$

Multiply the first equation by $n$, the second by $p$, and add. Then $F=F_0-D\,d\delta/dy$, where $F_0$ is the bulk flux and

$$D=\frac{(p+n)V_T}{n/\mu_h'+p/\mu_e'}.$$

With recombination lifetime $\tau_r$, $dF/dy=-\delta/\tau_r$. The flux therefore recovers from an edge over the length $L=\sqrt{D\tau_r}$. Where the edge suppresses the transverse flux, it also suppresses the magnetoresistance, so the edge strips carry a current density up to $\rho_{xx}(B)/\rho_{xx}(0)$ times that of the bulk. With negligible surface recombination, equation (1) therefore requires a width $W\gg L\,\rho_{xx}(B)/\rho_{xx}(0)$. In this example the resistivity ratio is 23 at 10 T, so $W\gg L$ alone is not enough. Near the sign reversal $R_H$ is small, and its relative error can be large even when this condition is met.

For $W=5$ mm, $\tau_r=0.1$ μs, a current density of 10 μA/cm² and no surface recombination, $L$ is 33 μm at 0.1 T and 2.5 μm at 10 T. A numerical solution that retains the density changes lowers the magnitude of $R_H$, relative to equation (1) at the same field, by 1.2% at 0.1 T, 3.4% at 3 T and 2.3% at 10 T. These figures refer to the electrostatic field averaged across the bar. A contact reads a quasi-Fermi level, which also contains the edge density change. A probe that follows the hole level without disturbing the densities would read a magnitude 5% below equation (1) at 0.1 T and 29% above it at 1 T; one that follows the electron level would read 5% above and 51% below.

In the opposite limit recombination, both in the bulk and at the edges, is too slow to sustain any appreciable flux across the bar. Setting $F=0$ and subtracting the two flux equations gives $(p+n)E_y=(p\mu_h-n\mu_e)BE_x$. Without transverse motion $E_x=j/(e\Sigma)$, so

$$R_{\rm blocked}=\frac{p\mu_h-n\mu_e}{e(p+n)(p\mu_h+n\mu_e)}.$$

Here too $R_H$ refers to the electrostatic field averaged across the bar. The quasi-Fermi levels in this limit give $\mu_h/(e\Sigma)=+2.0\times10^6$ cm³/C for holes and $-\mu_e/(e\Sigma)=-3.2\times10^6$ cm³/C for electrons, so a contact measurement would not show $R_{\rm blocked}$. A bar 10 μm wide with a 1 ms lifetime and no surface recombination gives $-8.1\times10^4$ cm³/C at 0.1 T, in agreement with this limit and about one eighth of the value from equation (1). Both results assume local neutrality. The Debye length here is 1.0 μm, and if there is no electric field outside the bar, space charge at the edges lowers the magnitude by about a further 21%, to $6.4\times10^4$ cm³/C.

**The real plate.** The mobilities and masses above are rough, and the densities depend on illumination and traps. An equilibrium estimate with an 80 meV binding energy and a single hole mass of $0.8m_e$ puts the exciton density at about 4% of the free-electron density. This is only a rough figure, since a 10 meV change in the binding energy alters it about threefold at 100 K. Binding removes electrons and holes in pairs, so it leaves $p-n$ unchanged. Degeneracy is negligible: the densities are below $10^{-6}$ of the effective band densities of states. A rough Coulomb-limited mobility of $10^6$ to $10^7$ cm²/Vs, depending on the screening model, mass and energy average, is far above the mobilities used, which supports neglecting electron-hole friction here. The classical orbit is the less secure assumption: at 10 T the Landau spacing for the transverse electron mass is $0.45kT$, and its effect on $R_H$ has not been calculated.

Temperature also changes the accessible regime. If both mobilities scale as $T^{-3/2}$ and the densities are held fixed, $B_*$ rises to 20 T at 300 K. A room-temperature measurement at a few tesla would then lie well below the crossover, and its Hall coefficient could not be read as the net carrier density. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Temperature: 100 K
Hole density p: 1.50e+12 cm^-3
Electron density n: 1.00e+12 cm^-3
Net density p-n: 5.00e+11 cm^-3
Hole mobility: 10000 cm^2/Vs
Electron mobility: 16000 cm^2/Vs
p*mh: 1.500e+16 1/(cm V s)
n*me: 1.600e+16 1/(cm V s)
p*mh^2: 1.500e+20 cm/(V s)^2
n*me^2: 2.560e+20 cm/(V s)^2
Low-field R_H: -6.8845e+05 cm^3/C
High-field R_H: 1.2483e+07 cm^3/C
High-field R_H: 12.483 m^3/C
Low-field apparent density 1/(e|R_H|): 9.066e+12 cm^-3
Crossover field B*: 3.875 T
Sign-reversal field B0: 0.910 T
R_H at 0.1 T: -6.797e+05 cm^3/C
R_H at 0.5 T: -4.727e+05 cm^3/C
R_H at 1.0 T: 1.340e+05 cm^3/C
R_H at 2.0 T: 2.082e+06 cm^3/C
R_H at 4.0 T: 6.106e+06 cm^3/C
R_H at 10.0 T: 1.076e+07 cm^3/C
R_H(10 T)/high-field R_H: 0.862
Resistivity at 0 T: 201.3 ohm cm
Resistivity at 10 T: 4638.9 ohm cm
R_H if p=n=1e12 cm^-3, any field: -1.440e+06 cm^3/C
Acoustic scattering, low-field R_H factor: 1.178
Acoustic scattering, reversal field: 0.897 T
Valley masses, long/trans: 1.6/0.3 m_e
Valley anisotropy, low-field R_H factor: 0.667
Valley anisotropy, reversal field: 0.520 T
Bar width: 5.0 mm; lifetime: 0.1 us
Current density: 10.0 uA/cm^2
Diffusion length at 0.1 T: 33.1 um
Finite-bar change of R_H at 0.1 T: -1.19 %
Diffusion length at 3.0 T: 8.1 um
Finite-bar change of R_H at 3.0 T: -3.38 %
Diffusion length at 10.0 T: 2.5 um
Finite-bar change of R_H at 10.0 T: -2.28 %
Largest edge density change/n at 10 T: 2.13 %
10 um bar, 1 ms lifetime, R_H at 0.1 T: -8.054e+04 cm^3/C
Hole mass: 0.8 m_e; exciton binding: 80 meV
Exciton/free-electron density ratio: 0.038
Landau spacing/kT at 10 T (trans. mass): 0.45
Largest density/band state density: 4.3e-07
Coulomb-limited mobility estimate: 1.1e+07 cm^2/Vs
Crossover field at 300 K, same densities: 20.1 T
```
